# Dose from a Constant Surface Concentration, and When Diffusivity Varies: a program that tests the result

```python
# Result under test: diffusion with constant diffusivity D into an empty
# half-space whose surface is held at concentration Cs gives
#     C(x,t) = Cs erfc(x / (2 sqrt(D t))),   dose Q = 2 Cs sqrt(D t / pi).
# x: depth, t: time, CB: uniform background doping, xj: depth where C = CB.
# Also tested: for a concentration-dependent diffusivity the dose still grows
# as sqrt(t), but the erfc profile and its prefactor no longer hold.
# Acceptor model: flux = -(D/ni) d(C p)/dx, with p the hole density and ni
# the intrinsic carrier density at the process temperature.
# Lengths are in cm and times in s unless a name says otherwise.
import numpy as np
import sympy as sp
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, solve_ivp
from scipy.special import erfc, erfcinv

D = 1.5e-14            # cm2/s, rough value for boron in silicon
temperature = 1273.0   # K
time = 3600.0          # s
Cs = 1.0e18            # cm^-3, dilute source
Cs_heavy = 1.0e20      # cm^-3, heavy predeposition
CB = 1.0e15            # cm^-3
ni = 7.0e18            # cm^-3, rough value at the process temperature
k_transfer = 1.0e-7    # cm/s, illustrative surface transfer velocity
activation = 3.5       # eV, rough activation energy of D
temp_error = 5.0       # K
nm = 1.0e-7            # cm
length = np.sqrt(D * time)


def profile(x, t):
    return Cs * erfc(x / (2 * np.sqrt(D * t)))


def hole_density(C):
    return C / 2 + np.sqrt(C**2 / 4 + ni**2)


def diffuse(potential, domain, cells, resistance=0.0):
    """Finite volumes from an empty solid; unit surface concentration.

    Depth is in units of sqrt(D*time), time in units of the total time.
    The flux is minus the gradient of potential(u); resistance is an
    extra surface layer thickness. Returns depths and two profiles,
    at one quarter of the total time and at the total time.
    """
    dx = domain / cells
    x = (np.arange(cells) + 0.5) * dx
    top = potential(1.0)

    def rate(tau, u):
        phi = potential(u)
        flux = np.zeros(cells + 1)
        flux[0] = (top - phi[0]) / (dx / 2 + resistance)
        flux[1:-1] = (phi[:-1] - phi[1:]) / dx
        return (flux[:-1] - flux[1:]) / dx

    sol = solve_ivp(rate, (0, 1), np.zeros(cells), method="LSODA",
                    t_eval=[0.25, 1.0], rtol=1e-7, atol=1e-10,
                    lband=1, uband=1)
    assert sol.success
    return x, sol.y[:, 0], sol.y[:, 1]


def crossing(x, u, level):
    """Depth where u falls to level, interpolating log(u)."""
    j = int(np.argmax(u < level))
    a, b = np.log(u[j - 1]), np.log(max(u[j], 1e-30))
    return x[j - 1] + (x[j] - x[j - 1]) * (a - np.log(level)) / (a - b)


def acceptor_potential(surface):
    def potential(u):
        return u * hole_density(u * surface) / ni
    return potential


# The profile satisfies the diffusion equation (symbolic check).
xs, ts, Ds = sp.symbols("x t D", positive=True)
trial = sp.erfc(xs / (2 * sp.sqrt(Ds * ts)))
assert sp.simplify(sp.diff(trial, ts) - Ds * sp.diff(trial, xs, 2)) == 0

# Dose by quadrature over depth, in units of the diffusion length.
dose = 2 * Cs * np.sqrt(D * time / np.pi)
dose_depth = length * quad(lambda s: profile(s * length, time), 0, 12)[0]
assert abs(dose_depth / dose - 1) < 1e-8


# Dose by integrating the numerically differentiated surface flux over time.
def surface_flux(t):
    h = 1e-4 * np.sqrt(D * t)
    return D * (profile(0.0, t) - profile(h, t)) / h


flux_end = Cs * np.sqrt(D / (np.pi * time))
assert abs(surface_flux(time) / flux_end - 1) < 1e-6
dose_flux = quad(lambda r: 2 * r * surface_flux(r * r),
                 1e-9, np.sqrt(time))[0]
assert abs(dose_flux / dose - 1) < 1e-6

# Direct solution of the diffusion problem, without the erfc formula.
x, quarter, final = diffuse(lambda u: u, 12.0, 600)
dx = x[1] - x[0]
profile_error = np.max(np.abs(final - profile(x * length, time) / Cs))
dose_direct = Cs * length * dx * final.sum()
xj = 2 * length * erfcinv(CB / Cs)
xj_direct = length * crossing(x, final, CB / Cs)
assert profile_error < 1e-3
assert abs(dose_direct / dose - 1) < 1e-3
assert abs(final.sum() / quarter.sum() - 2) < 4e-3
assert abs(xj_direct / xj - 1) < 5e-3

# Acceptor model: neutrality, and flux potential against the integrated
# diffusivity with the field term obtained by numerical differentiation.
for C in (Cs, ni, Cs_heavy):
    p = hole_density(C)
    assert abs((p - ni**2 / p) / C - 1) < 1e-9


def effective_ratio(C):
    h = 1e-4 * ni
    dlogp = np.log(hole_density(C + h) / hole_density(C - h)) / (2 * h)
    return hole_density(C) / ni * (1 + C * dlogp)


for surface in (Cs, Cs_heavy):
    integral = quad(lambda u: effective_ratio(u * surface), 0, 1)[0]
    assert abs(integral / acceptor_potential(surface)(1.0) - 1) < 1e-5

# Concentration-dependent diffusion: example and heavy predeposition.
results = {}
for name, surface, domain in (("light", Cs, 12.0),
                              ("heavy", Cs_heavy, 20.0)):
    pot = acceptor_potential(surface)
    xn, early, late = diffuse(pot, domain, 600)
    step = xn[1] - xn[0]
    amount = step * late.sum()
    growth = late.sum() / early.sum()
    inflow = (pot(1.0) - pot(late[0])) / (step / 2)
    assert abs(growth - 2) < 0.01            # dose grows as sqrt(t)
    assert abs(amount / (2 * inflow) - 1) < 0.01   # Q = 2 t J(0,t)
    results[name] = dict(
        dose=surface * length * amount,
        ratio=amount / (2 / np.sqrt(np.pi)),
        growth=growth,
        xj=length * crossing(xn, late, CB / surface),
        x=xn, u=late)
light, heavy = results["light"], results["heavy"]
assert 1.0 < light["ratio"] < 1.1
assert heavy["ratio"] > 2.0
dose_heavy_formula = 2 * Cs_heavy * np.sqrt(D * time / np.pi)
xj_heavy_formula = 2 * length * erfcinv(CB / Cs_heavy)

# Finite surface transfer: loss compared with an extra layer D/k.
layer = D / k_transfer
_, _, limited = diffuse(lambda u: u, 12.0, 600, layer / length)
loss = Cs * length * dx * (final.sum() - limited.sum())
assert abs(loss / (Cs * layer) - 1) < 0.03

# Furnace temperature error through the diffusivity alone.
kB_eV = Boltzmann / elementary_charge
D_factor = np.exp(activation / kB_eV
                  * (1 / temperature - 1 / (temperature + temp_error)))
temp_change = np.sqrt(D_factor) - 1
double_D_change = 2 * np.sqrt(2 * D * time / np.pi) * Cs / dose - 1

print(f"temperature = {temperature:.0f} K")
print(f"diffusivity D = {D:.2e} cm2/s")
print(f"time t = {time:.0f} s")
print(f"surface concentration Cs = {Cs:.2e} cm^-3")
print(f"background CB = {CB:.2e} cm^-3")
print(f"intrinsic density ni = {ni:.2e} cm^-3")
print(f"sqrt(D t) = {length / nm:.2f} nm")
print(f"2 sqrt(D t) = {2 * length / nm:.2f} nm")
print(f"dose, formula = {dose:.4e} cm^-2")
print(f"dose, depth quadrature = {dose_depth:.4e} cm^-2")
print(f"dose, integrated surface flux = {dose_flux:.4e} cm^-2")
print(f"dose, direct solution = {dose_direct:.4e} cm^-2")
print(f"dose at t/4, formula = {2*Cs*np.sqrt(D*time/4/np.pi):.4e} cm^-2")
print(f"surface flux at t = {flux_end:.4e} cm^-2 s^-1")
print(f"largest profile error / Cs, direct solution = {profile_error:.1e}")
print(f"erfc^-1(CB/Cs) = {erfcinv(CB / Cs):.4f}")
print(f"junction depth, formula = {xj / nm:.1f} nm")
print(f"junction depth, direct solution = {xj_direct / nm:.1f} nm")
print("depth (nm), C constant D (cm^-3), C acceptor model (cm^-3):")
for depth in (50, 100, 200, 300):
    c_model = Cs * np.interp(depth * nm / length, light["x"], light["u"])
    print(f"  {depth}  {profile(depth * nm, time):.3e}  {c_model:.3e}")
for name, surface in (("light", Cs), ("heavy", Cs_heavy)):
    r = results[name]
    print(f"{name} case: Cs = {surface:.1e} cm^-3")
    print(f"  surface p/ni = {hole_density(surface) / ni:.3f}")
    print(f"  surface D_eff/D = {effective_ratio(surface):.3f}")
    print(f"  dose, acceptor model = {r['dose']:.3e} cm^-2")
    print(f"  dose / constant-D formula = {r['ratio']:.3f}")
    print(f"  dose(t) / dose(t/4) = {r['growth']:.4f}")
    print(f"  junction depth, acceptor model = {r['xj'] / nm:.1f} nm")
print(f"heavy case, constant-D dose = {dose_heavy_formula:.3e} cm^-2")
print(f"heavy case, constant-D junction = {xj_heavy_formula / nm:.1f} nm")
print(f"surface transfer velocity k = {k_transfer:.1e} cm/s")
print(f"equivalent layer D/k = {layer / nm:.2f} nm")
print(f"dose loss from finite k = {100 * loss / dose:.2f} %")
print(f"activation energy of D = {activation:.1f} eV")
print(f"furnace error = +{temp_error:.0f} K")
print(f"dose change from furnace error = {100 * temp_change:.1f} %")
print(f"dose change if D doubles = {100 * double_D_change:.1f} %")
print("all tests passed")
```

Output:

```
temperature = 1273 K
diffusivity D = 1.50e-14 cm2/s
time t = 3600 s
surface concentration Cs = 1.00e+18 cm^-3
background CB = 1.00e+15 cm^-3
intrinsic density ni = 7.00e+18 cm^-3
sqrt(D t) = 73.48 nm
2 sqrt(D t) = 146.97 nm
dose, formula = 8.2919e+12 cm^-2
dose, depth quadrature = 8.2919e+12 cm^-2
dose, integrated surface flux = 8.2919e+12 cm^-2
dose, direct solution = 8.2917e+12 cm^-2
dose at t/4, formula = 4.1459e+12 cm^-2
surface flux at t = 1.1516e+09 cm^-2 s^-1
largest profile error / Cs, direct solution = 1.3e-05
erfc^-1(CB/Cs) = 2.3268
junction depth, formula = 342.0 nm
junction depth, direct solution = 342.0 nm
depth (nm), C constant D (cm^-3), C acceptor model (cm^-3):
  50  6.304e+17  6.544e+17
  100  3.359e+17  3.612e+17
  200  5.429e+16  6.068e+16
  300  3.892e+15  4.385e+15
light case: Cs = 1.0e+18 cm^-3
  surface p/ni = 1.074
  surface D_eff/D = 1.150
  dose, acceptor model = 8.674e+12 cm^-2
  dose / constant-D formula = 1.046
  dose(t) / dose(t/4) = 2.0001
  junction depth, acceptor model = 345.5 nm
heavy case: Cs = 1.0e+20 cm^-3
  surface p/ni = 14.355
  surface D_eff/D = 28.572
  dose, acceptor model = 3.490e+15 cm^-2
  dose / constant-D formula = 4.210
  dose(t) / dose(t/4) = 2.0000
  junction depth, acceptor model = 757.8 nm
heavy case, constant-D dose = 8.292e+14 cm^-2
heavy case, constant-D junction = 459.0 nm
surface transfer velocity k = 1.0e-07 cm/s
equivalent layer D/k = 1.50 nm
dose loss from finite k = 1.79 %
activation energy of D = 3.5 eV
furnace error = +5 K
dose change from furnace error = 6.4 %
dose change if D doubles = 41.4 %
all tests passed
```
